\section*{Converting Plane-Wave Pseudo-Orbitals to Cubic B-Splines for Quantum Monte Carlo}

\section{What symmetry and dimensions fix}

A plane-wave orbital is to be replaced by a spline on equally spaced knots. The knots are unchanged by a shift of one spacing $h$, and such a shift multiplies $e^{iGx}$ by $e^{iGh}$. A linear conversion that respects this symmetry must therefore give the wave spline coefficients proportional to $e^{iGhj}$, where $j$ labels the knots. Only a factor is left to find, and, being dimensionless, it can depend on $G$ and $h$ only through $\kappa=Gh$.

The error is constrained in a similar way. Cubic splines can represent every cubic polynomial. If the conversion also reproduces cubics exactly, as interpolation at the knots does, the first derivative of a smooth function $u$ that can enter the error is the fourth; a conversion without this property, such as the unfiltered one treated below, is less accurate. To have the dimension of $u$, the error must be $h^4u''''$ times a function of the position within a knot interval. That function varies over a length $h$, so each differentiation costs one power of $h$: the second derivative is wrong by order $h^2$. The derivation below supplies the factor, the function of position and the conditions.

\section{Conventions}

Hartree atomic units are used. The cell has lattice vectors $\mathbf a_a$, $a=1,2,3$, and $\mathbf r=\sum_a s_a\mathbf a_a$ defines the fractional coordinates $s_a$. The dual vectors satisfy $\mathbf a_a\cdot\mathbf b_b=\delta_{ab}$, without a factor $2\pi$. With $\partial_a=\partial/\partial s_a$, the chain rule gives $\nabla=\sum_a\mathbf b_a\partial_a$. The orbital is
\begin{equation}
\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u(\mathbf r),\qquad
u=\sum_{\mathbf n}c_{\mathbf n}e^{2\pi i\mathbf n\cdot\mathbf s},
\end{equation}
with a finite set of integer vectors $\mathbf n$. Each direction has $N$ knots at $s_a=j_a/N$, with spacing $h_a=|\mathbf a_a|/N$. We require $N>2\max|n_a|$, so that no two waves of the set coincide on the knots.

Only the periodic part $u$ is splined. The Bloch phase is restored analytically:
\begin{equation}
\nabla^2\psi=e^{i\mathbf k\cdot\mathbf r}\left(\nabla^2u+2i\mathbf k\cdot\nabla u-k^2u\right),\quad
\nabla^2u=\sum_{ab}(\mathbf b_a\cdot\mathbf b_b)\,\partial_a\partial_bu .
\label{lap}
\end{equation}

\section{The coefficient formula}

In units of the knot spacing, the cubic B-spline is
\begin{equation}
B(x)=\begin{cases}(4-6x^2+3|x|^3)/6,&|x|\le1,\\(2-|x|)^3/6,&1\le|x|\le2,\\0,&|x|\ge2.\end{cases}
\end{equation}
At $x=1$ both pieces have value $1/6$, slope $-1/2$ and second derivative $1$; at $x=2$ all three vanish. Hence $B$ has continuous second derivatives. This matters in QMC: the Laplacian of the spline contains no delta functions on the knot planes, so the kinetic energy can be sampled pointwise.

The spline is
\begin{equation}
S(\mathbf s)=\sum_{\mathbf j}A_{\mathbf j}\prod_aB(Ns_a-j_a),
\end{equation}
with $A_{\mathbf j}$ periodic in each index. Take one wave in one direction, with coefficients $Ce^{i\kappa j}$ and $\kappa=2\pi n/N$. At knot $j$ three B-splines contribute, with weights $1/6,\,2/3,\,1/6$:
\begin{equation}
Ce^{i\kappa j}\,\frac{e^{-i\kappa}+4+e^{i\kappa}}6=Ce^{i\kappa j}\gamma(\kappa),\qquad
\gamma(\kappa)=\frac{2+\cos\kappa}3 .
\end{equation}
Equality with the wave $e^{i\kappa j}$ at the knots requires $C=1/\gamma$. Linearity and the product form then give
\begin{equation}
A_{\mathbf j}=\sum_{\mathbf n}\frac{c_{\mathbf n}\,e^{2\pi i\mathbf n\cdot\mathbf j/N}}{\prod_a\gamma(2\pi n_a/N)} .
\label{coef}
\end{equation}
Since $1/3\le\gamma\le1$, the division is safe. The solution is also unique, because discrete waves diagonalize the knot equations and no eigenvalue vanishes.

\section{Error of the value}

\subsection{Images of a wave}

Between knots, the spline of one wave contains additional waves. Their amplitudes follow from the Fourier transform $\hat B(q)=\int B(x)e^{-iqx}dx$. The third derivative of $B$ takes the values $1,-3,3,-1$ on its four intervals, so the fourth derivative is a set of delta functions at $x=-2,\dots,2$ with weights $1,-4,6,-4,1$. Therefore
\begin{equation}
q^4\hat B(q)=6-8\cos q+2\cos2q=(2-2\cos q)^2=16\sin^4(q/2),
\end{equation}
and $\hat B(q)=[\sin(q/2)/(q/2)]^4$.

The function $e^{-i\kappa x}\sum_je^{i\kappa j}B(x-j)$ has period one. In its Fourier coefficient $m$, the integrals over the unit interval, summed over $j$, join into one integral over the whole line, which is $\hat B(\kappa+2\pi m)$. The interpolating spline is thus
\begin{equation}
\sigma_\kappa(x)=\sum_m\alpha_me^{i(\kappa+2\pi m)x},\qquad
\alpha_m=\frac{\hat B(\kappa+2\pi m)}{\gamma(\kappa)}=\alpha_0\left(\frac{\kappa}{\kappa+2\pi m}\right)^4 .
\label{images}
\end{equation}
The last step uses the fact that $\sin^4(q/2)$ is unchanged when $q$ grows by $2\pi$. This is the origin of the fourth power.

\subsection{Summing the images}

Interpolation at $x=0$ means $\sum_m\alpha_m=1$, so
\begin{equation}
\sigma_\kappa-e^{i\kappa x}=e^{i\kappa x}\sum_{m\ne0}\alpha_m\left(e^{2\pi imx}-1\right).
\end{equation}
For small $\kappa$, $\alpha_m=\kappa^4/(2\pi m)^4+O(\kappa^5)$. Let $t\in[0,1]$ be the position inside the knot interval. The sum needed is
\begin{equation}
F(t)=\sum_{m\ne0}\frac{e^{2\pi imt}-1}{(2\pi m)^4}.
\end{equation}
To evaluate it, take $g(t)=t^2(1-t)^2$ and $q=2\pi m\neq0$. Both $g$ and $g'$ vanish at the ends, and $g''=2-12t+12t^2$ has equal end values, so three integrations by parts leave no boundary term:
\begin{equation}
\int_0^1g\,e^{-iqt}dt=\frac1{(iq)^3}\int_0^1(24t-12)e^{-iqt}dt=\frac1{(iq)^3}\left(-\frac{24}{iq}\right)=-\frac{24}{q^4}.
\end{equation}
The mean of $g$ is $1/30$, hence $g=1/30-24\sum_{m\ne0}e^{2\pi imt}/(2\pi m)^4$. Subtracting $g(0)=0$ gives $g=-24F$.

For a wave in $s$, $\kappa^4e^{2\pi ins}=N^{-4}\partial_s^4e^{2\pi ins}$. In three dimensions, the product of three factors (wave plus error) contains to first order one error factor at a time; products of two errors are $O(N^{-8})$. Summing over waves,
\begin{equation}
S-u=-\sum_a\frac{t_a^2(1-t_a)^2}{24N^4}\,\partial_a^4u+O(N^{-5}).
\label{valerr}
\end{equation}
The error vanishes at the knots. In one direction its factor is largest at the midpoint, $(1/16)/24=1/384$.

\section{Error of the Laplacian}

The image series may be differentiated twice term by term, since its terms then still fall as $m^{-2}$. From $F=-g/24$,
\begin{equation}
F'=-\frac{t(1-t)(1-2t)}{12},\qquad F''=-\frac{1-6t+6t^2}{12}.
\end{equation}
Each fractional derivative acting on $t_a$ brings a factor $N$. The error of $\partial_au$ is then $O(N^{-3})$, and that of $\partial_a^2u$ is $O(N^{-2})$. A mixed derivative $\partial_a\partial_b$ differentiates each interval function only once, so its error is $O(N^{-3})$, as is that of the Bloch term $2i\mathbf k\cdot\nabla u$. Even in a skew cell only the diagonal terms of (\ref{lap}) survive at leading order:
\begin{equation}
\delta(\nabla^2\psi)=-e^{i\mathbf k\cdot\mathbf r}\sum_a|\mathbf b_a|^2\frac{1-6t_a+6t_a^2}{12N^2}\,\partial_a^4u+O(N^{-3}).
\label{laperr}
\end{equation}
In an orthogonal cell $|\mathbf b_a|=1/|\mathbf a_a|$ and $\partial_a=|\mathbf a_a|\,\partial/\partial x_a$, so each term becomes $h_a^2\,\partial^4u/\partial x_a^4$ times the interval function. Unlike the value error, this one does not vanish at the knots: there the bracket equals $1$, its largest magnitude.

The bracket averages to $1-3+2=0$ over an interval. For a smooth orbital the $h^2$ error therefore cancels in the kinetic-energy integral, while it remains in the fluctuations of the local energy.

\section{Scheme}

\begin{verbatim}
SETUP, once per orbital
  choose N > 2 max|n_a|; array W[N,N,N] = 0
  for each plane wave n:
    W[n mod N] = c[n] / product_a gamma(2 pi n_a/N)
  A = N^3 * inverse_FFT(W)   # inverse has factor 1/N^3

EVALUATION at r
  s = fractional coordinates of r, reduced to [0,1)
  i_a = floor(N s_a);  t_a = N s_a - i_a
  weights of knots i-1, i, i+1, i+2 (each direction):
    w  = [(1-t)^3, 4-6t^2+3t^3, 1+3t+3t^2-3t^3, t^3]/6
    w' = [-(1-t)^2/2, -2t+3t^2/2, 1/2+t-3t^2/2, t^2/2]
    w''= [1-t, 3t-2, 1-3t, t]
  contract the 4x4x4 block of A (indices mod N) with
    products of w, w', w''; factor N per derivative
  assemble gradient and Laplacian; restore Bloch phase
\end{verbatim}

\paragraph{Cost.} Setup is one FFT, of order $N^3\log N$ operations. An evaluation reads 64 coefficients whatever the cutoff, whereas a direct sum visits every plane wave. The weights depend only on the position and are shared by all orbitals on the same grid. The price is memory: $N^3$ complex numbers per orbital, or $40^3\times16$ bytes $\approx1$ MB at $N=40$ in double precision, and eight times more for each halving of $h$.

\paragraph{Stability.} The filter amplifies a Fourier component by at most $3^3=27$. The weights $w$ are non-negative and sum to one, so evaluating the value does not amplify errors in the coefficients. Second derivatives do: the magnitudes of the $w''$ sum to at most 4, so a coefficient error $\epsilon$ can change $\partial_a^2u$ by up to $4N^2\epsilon$. Truncation falls as $N^{-2}$ while this bound grows as $N^2$. With coefficients stored in reduced precision, refinement eventually stops helping the Laplacian.

\paragraph{Coarse limit.} As $\kappa\to\pi$, the image $m=-1$ in (\ref{images}) acquires the same amplitude as the wave itself. The knots then cannot distinguish $e^{i\pi x}$ from $e^{-i\pi x}$. The condition $N>2\max|n_a|$ makes the conversion well defined, but not accurate.

\section{Other filters}

With $\gamma=1$, the plane-wave values at the knots are used directly as coefficients. The spline of each wave is then the interpolant multiplied by $(2+\cos\kappa)/3=1-\kappa^2/6+O(\kappa^4)$, and the value is only second-order accurate.

Choosing $\hat B(\kappa)$ in place of $\gamma(\kappa)$ reproduces the amplitude of each retained wave instead of the knot values. The error of one wave is then
\begin{equation}
e^{i\kappa x}\kappa^4\sum_{m\ne0}\frac{e^{2\pi imt}}{(2\pi m)^4}
=e^{i\kappa x}\kappa^4\left[\frac1{720}-\frac{t^2(1-t)^2}{24}\right]
\end{equation}
to leading order. It is still fourth order, but its interval mean has been removed. The added constant multiplies a slowly varying wave, whose second derivative in physical units brings $G^2=\kappa^2/h^2$, smaller by $\kappa^2$ than the $1/h^2$ that comes from differentiating the interval function twice. The leading Laplacian error is therefore that of interpolation.

\section{Worked example}

The model is one electron in an fcc cell of cubic edge 8 bohr and volume $\Omega=128$ bohr$^3$, with a Gaussian-smeared attractive ion,
\begin{equation}
v(G)=-\frac{4\pi Z}{\Omega G^2}e^{-G^2r_c^2/2},\qquad v(0)=0,
\end{equation}
where $Z=4$ and $r_c=0.6$ bohr. These are round parameters and represent no particular element. The twist is $(0.1,0.2,0.3)$ in reciprocal-lattice units. A cutoff of 12 hartree gives 261 plane waves with $\max|n_a|=4$, and a lowest eigenvalue of $-0.6172$ hartree ($-0.6175$ at a cutoff of 25 hartree). The orbital is normalized to $\psi_{\rm rms}=1$; its rms Laplacian is 2.384 bohr$^{-2}$.

For $n=4$ and $N=20$, $\kappa=2\pi\times4/20=1.257$ and $\gamma=0.770$. In one direction, omitting the filter would leave this component 23\% too small at the knots.

The errors below are rms values over 8000 random points, with the same positions inside the knot intervals on every grid. The reference is the direct plane-wave sum. The entries depend on the sample: another set of 8000 points can shift them by about 10\%, so the digits quoted here and below belong to this set of points.
\begin{center}
\begin{tabular}{rccc}
$N$ & $h$ (bohr) & value error & Laplacian error (bohr$^{-2}$)\\
10 & 0.566 & $4.20\times10^{-3}$ & 0.330\\
20 & 0.283 & $1.64\times10^{-4}$ & 0.0558\\
40 & 0.141 & $8.78\times10^{-6}$ & 0.0123\\
80 & 0.071 & $5.33\times10^{-7}$ & 0.00298\\
160 & 0.035 & $3.31\times10^{-8}$ & 0.00074
\end{tabular}
\end{center}
From $N=80$ to 160 the value error falls by $5.326/0.3305=16.1$ and the Laplacian error by $2.978/0.7392=4.03$, against the asymptotic factors 16 and 4. The corresponding orders are 4.01 and 2.01; that of $\partial_1u$, the one first derivative tested, is 3.02. Relative to the rms Laplacian, the error is $0.330/2.384=14\%$ at $N=10$, but 0.5\% at $N=40$.

Formulas (\ref{valerr}) and (\ref{laperr}) are also confirmed point by point. At $N=160$ the part they miss is 3.0\% of the rms value error and 4.4\% of the rms Laplacian error. Both fractions were twice as large at $N=80$, as expected of a remainder one power of $h$ higher.

On coarse grids the errors fall faster than the asymptotic laws: between $N=10$ and 20 the observed orders are 4.68 and 2.56. Equation (\ref{images}) shows why this can happen. Apart from $\alpha_0$, the nearest image exceeds its leading estimate by $(1-\kappa/2\pi)^{-4}$, which at $N=10$ is $0.6^{-4}=7.7$ for $n=4$, $4.2$ for $n=3$ and $2.4$ for $n=2$, and tends to one on refinement. Waves with $\max|n_a|=4$ carry about a quarter of the squared value error on this grid, those with $\max|n_a|=3$ about half. For the whole orbital, the leading formula underestimates the value error at $N=10$ by a factor of two. An order fitted there should not be extrapolated.

Without the filter, the value error at $N=160$ is $6.0\times10^{-4}$, with observed order 1.99. Amplitude matching gives $1.5\times10^{-8}$ and order 4.03, about half the interpolation error.

\section{What the error does in QMC}

In QMC the spline is itself the trial function. For this one-electron model, the local energy is $E_L=H\psi/\psi$, and its mean-square deviation from the eigenvalue $E$, weighted by $|\psi|^2$, is
\begin{equation}
\frac{\int|\psi|^2|E_L-E|^2}{\int|\psi|^2}=\frac{\int|(H-E)\psi|^2}{\int|\psi|^2}.
\end{equation}
The root of the right-hand side is the residual. It is not zero even for the plane-wave orbital: diagonalization removes the components of $(H-E)\psi$ inside the cutoff, but the potential also couples $\psi$ to waves outside it. Here this part is about 0.063 hartree; its average over the random points of the worked example is 0.0625 hartree, the difference being sampling error.

The spline adds mainly $-\tfrac12\delta(\nabla^2\psi)$. At $N=80$, half the Laplacian error is $0.00298/2=0.00149$ bohr$^{-2}$, and the added residual is 0.00149 hartree. Averaged over the random points in the same way, the total residual is 0.173 hartree at $N=10$, 0.0691 at $N=20$, 0.0629 at $N=40$ and 0.0625 at $N=80$. Beyond $N=40$ a finer grid reduces it by less than 1\%; the plane-wave cutoff is then the limitation. The useful stopping criterion is thus a comparison of the two residuals, not the value error, which is already below $10^{-5}$ at $N=40$. These numbers belong to this model and this cutoff: at 25 hartree the plane-wave residual falls to 0.0035 hartree, below the 0.006 hartree that the spline adds at $N=40$, and a finer grid is then needed. A many-electron trial function has further sources of fluctuation.

A nonlocal pseudopotential needs orbital values at displaced points, not their Laplacians. Its spline error is therefore fourth order at fixed points away from nodes of the trial function, where the ratios of values are well defined.

\section{Failure at a cusp}

The error laws require a bounded fourth derivative. A smooth pseudo-orbital has one; an all-electron orbital has a cusp at the nucleus. A one-dimensional case shows the consequence: $f=e^{-2|x|}$, with the cusp midway between two knots.

Let $M_j$ be the second derivative of the spline at knot $j$ and $y_j$ the data. Both are combinations of the coefficients,
\begin{equation}
M_j=\frac{A_{j-1}-2A_j+A_{j+1}}{h^2},\qquad y_j=\frac{A_{j-1}+4A_j+A_{j+1}}6 ,
\end{equation}
and applying each combination to the other relation gives
\begin{equation}
M_{j-1}+4M_j+M_{j+1}=\frac6{h^2}(y_{j-1}-2y_j+y_{j+1}).
\end{equation}
For $y=|x|$, the second difference is $3h/2-h+h/2=h$ at the two central knots and zero elsewhere. Away from the centre the bounded solution decays by a factor $\lambda$ per knot, with $\lambda^2+4\lambda+1=0$ and $\lambda=-2+\sqrt3$. The two central values are equal by symmetry, so
\begin{equation}
(\lambda+4+1)M=\frac6h,\qquad M=\frac6{(3+\sqrt3)h}=\frac{3-\sqrt3}h .
\end{equation}
The second derivative is constant across the central interval, and the spline at the cusp is $h/2-Mh^2/8=(1+\sqrt3)h/8$ instead of zero.

Near the origin, $f=\cosh2x-2|x|+O(|x|^3)$. The kink has weight $-2$, and the curvature on either side is 4. To leading order the value error is therefore $(1+\sqrt3)h/4$ in magnitude, and the second derivative, measured from 4, is wrong by $2(3-\sqrt3)/h$. With 201 knots on a period of 10 bohr these formulas give 0.0340 and 51.0 bohr$^{-2}$; the computed errors are 0.0340 and 51.1 bohr$^{-2}$. With 101 knots the computed errors are 0.0675 and 25.9 bohr$^{-2}$. Halving $h$ with the cusp kept midway halves the value error and doubles the error of the second derivative. The prefactors depend on where the cusp lies: with the cusp on a knot, the largest value error nearby is about $0.34h$ and the second derivative is wrong by $4\sqrt3/h$.

In three dimensions the Laplacian of a nuclear cusp diverges as $1/r$ and cancels the Coulomb potential in $E_L$. A spline on a given grid has bounded second derivatives and cannot provide this cancellation. Truncating the plane-wave set makes the orbital formally smooth, but its fourth derivative at the nucleus then has no finite limit as the cutoff is raised. The scheme therefore needs a pseudopotential smooth enough for the orbital to converge at an affordable cutoff, or a separate treatment of the region around the nucleus.

\section*{Table of computed values}
\begin{verbatim}
cubic edge 8.0 bohr, cell volume 128.0 bohr^3
ion charge 4.0 e, core radius 0.6 bohr
cutoff 12.0 hartree, twist [0.1 0.2 0.3] (reciprocal units)
plane waves 261, largest |n_a| 4
lowest eigenvalue -0.617160 hartree
rms psi 1.0000 (dimensionless)
rms Laplacian of psi 2.3840 bohr^-2
largest knot mismatch below 1e-11: True
n=4, N=20: kappa 1.2566 rad
  gamma interpolation 0.76967
  gamma amplitude matching 0.76587
sample points 8000
N, h/bohr, rms value error, rms Laplacian error/bohr^-2
    10 0.56569 4.204e-03 3.298e-01
    20 0.28284 1.639e-04 5.584e-02
    40 0.14142 8.779e-06 1.230e-02
    80 0.07071 5.326e-07 2.978e-03
   160 0.03536 3.305e-08 7.392e-04
leading-formula rms: N, value, Laplacian/bohr^-2
    10 2.065e-03 1.826e-01
    20 1.338e-04 4.662e-02
    40 8.323e-06 1.166e-02
    80 5.249e-07 2.928e-03
   160 3.292e-08 7.350e-04
relative pointwise remainder: N, value, Laplacian
    80 0.0615 0.0888
   160 0.0303 0.0443
observed orders per doubling: N->2N, value, gradient, Laplacian
    10 4.681 3.925 2.562
    20 4.223 3.251 2.183
    40 4.043 3.062 2.046
    80 4.010 3.016 2.010
value order 80->160, amplitude matching 4.026
value order 80->160, no filter 1.994
rms value error N=160, amplitude matching 1.497e-08
rms value error N=160, no filter 6.029e-04
Schrodinger residual/hartree: N, total, added by spline
    10 1.727e-01 1.621e-01
    20 6.912e-02 2.782e-02
    40 6.291e-02 6.144e-03
    80 6.250e-02 1.489e-03
   160 6.250e-02 3.696e-04
plane-wave residual (N=160 points) 6.249e-02 hartree
order of added residual 80->160 2.010
cusp exp(-2|x|), N=[101, 201]: value errors 0.0675 0.0340
cusp spline second derivative -21.88 -47.11 bohr^-2, apparent power 1.115
cusp second-derivative error 25.88 51.11 bohr^-2
cusp formulas, N=201: value 0.0340, second derivative 50.97 bohr^-2
cusp value order 0.997, error growth power 0.989
\end{verbatim}
